# How a Jahn–Teller-like distortion can open the beta-FeSi2 gap

**One site, then a crystal**

Take one iron site with two degenerate orbitals and two electrons of opposite spin. A local distortion $Q$ moves the levels to $+\Delta$ and $-\Delta$, with $\Delta=gQ$. Both electrons enter the lower level, and the lattice pays $\tfrac12KQ^2$. With $A=g^2/K$,

$$E(\Delta)=-2\Delta+\frac{\Delta^2}{2A},\qquad \frac{dE}{d\Delta}=-2+\frac{\Delta}{A}=0 .$$

The minimum lies at $\Delta=2A$. The energy gained is $2A$ and the level splitting is $4A$. Since the gain is linear in $\Delta$ and the cost quadratic, the site distorts however small $A$ is. Hund's coupling, which could favour one electron in each orbital with parallel spins, is left out here and below.

In a crystal the electrons also hop. In the model below, the doublet becomes two bands that touch and overlap, and a small splitting moves these bands without separating them. A gap then needs a finite distortion, and the spatial pattern of the distortion matters as well as its size.

The model is suggested by FeSi2. In the fluorite parent, iron forms an fcc lattice and each iron site has cubic symmetry, which allows a degenerate $e_g$ doublet. The beta phase is orthorhombic, so its site symmetry requires no orbital degeneracy. The model keeps one doublet per iron, holding two electrons, and absorbs silicon into effective iron–iron hopping. It shows how the pattern of a distortion can decide whether a gap opens. It does not establish that this doublet forms the gap of the real compound, and one of the patterns below is not allowed in the beta phase.

**The degenerate bands**

Let $\tau_x,\tau_z$ be Pauli matrices in the basis $(3z^2-r^2,\;x^2-y^2)$. Consider a nearest-neighbour bond in the $xy$ plane, with $u$ along the bond and $v$ perpendicular to it in the plane. The first orbital is

$$2z^2-u^2-v^2=-\tfrac12(2u^2-v^2-z^2)-\tfrac32(v^2-z^2).$$

After normalization its amplitudes on the $\sigma$ and $\delta$ orbitals of the bond are $-\tfrac12$ and $-\tfrac{\sqrt3}{2}$. The second orbital is proportional to $uv$, a pure $\pi$ orbital. The hopping matrix is therefore diagonal, with entries $V_\sigma/4+3V_\delta/4$ and $V_\pi$:

$$T=t_0+t'\tau_z,\qquad t_0,\,t'=\tfrac12\left(\tfrac14V_\sigma+\tfrac34V_\delta\pm V_\pi\right),$$

with the upper sign for $t_0$.

For a bond in the $yz$ plane, $3x^2-r^2$ takes the place of $3z^2-r^2$. Its components in the basis are $(-\tfrac12,\tfrac{\sqrt3}{2})$, which replaces $\tau_z$ by $-\tfrac12\tau_z-\tfrac{\sqrt3}{2}\tau_x$. For the $xz$ plane the last sign is reversed.

Set the cubic lattice constant to one and write $a=\cos(k_x/2)$, $b=\cos(k_y/2)$, $c=\cos(k_z/2)$. The four bonds in each plane sum to

$$C_z=4ab,\qquad C_x=4bc,\qquad C_y=4ac .$$

Adding the three planes gives $H=e_0+d_z\tau_z+d_x\tau_x$ with

$$e_0=t_0(C_x+C_y+C_z),\quad d_z=t'\left[C_z-\tfrac12(C_x+C_y)\right],\quad d_x=\tfrac{\sqrt3}{2}t'(C_y-C_x).$$

The energies are $e_0\pm|\mathbf d|$, and the bands touch where $C_x=C_y=C_z$. This holds at $\Gamma$, along the [111] directions, and on the lines where two of $a,b,c$ vanish. At $\Gamma$ both bands have energy $12t_0$. A change of volume alters $t_0$ and $t'$ but leaves this touching in place, so in this model it cannot open a gap at a filling of two electrons.

The example uses round parameters: $V_\sigma=12$, $V_\pi=-1$ and $V_\delta=0$ millihartree (mHa). Then $t_0=(3-1)/2=1$ mHa and $t'=(3+1)/2=2$ mHa. The lower band reaches up to 12 mHa and the upper band down to 0, an overlap of 12 mHa. The Fermi level lies near 1.7 mHa, and the upper band holds about 0.2 electrons per formula unit. The parent is a metal.

**Why a small uniform splitting fails**

A uniform distortion adds $\Delta\tau_z$ on every site, so $d_z$ becomes $d_z+\Delta$. The bands touch wherever the new vector vanishes. On the plane $c=0$ we have $d_x=0$ and $d_z=4t'ab$, so there is a touching at

$$ab=-\frac{\Delta}{4t'},\qquad 0\le\Delta\le4t'.$$

The distortion has moved the degeneracy to other wavevectors.

The winding of $\mathbf d$ explains this persistence. Take a point on a [111] line where all three half-angles equal $u_0$, and displace them by $\varepsilon_x,\varepsilon_y,\varepsilon_z$ with zero sum. With $s=4\sin u_0\cos u_0$, the first-order change of $C_x$ is $-s(\varepsilon_y+\varepsilon_z)=s\varepsilon_x$, and likewise for the others. Hence

$$d_z=\tfrac32t's\,\varepsilon_z,\qquad d_x=\tfrac{\sqrt3}{2}t's(\varepsilon_y-\varepsilon_x).$$

In orthonormal coordinates across the line these two components have equal slopes. For $s\neq0$, $\mathbf d$ therefore turns once as the line is encircled. A uniform field smaller than $|\mathbf d|$ on the loop cannot change that integer, so a zero must remain inside.

The argument needs a Hamiltonian with two real components. Inversion and time reversal without spin–orbit coupling provide this here; a spin–orbit term could add a third component and split the touching along these lines, though not at $\Gamma$ in the cubic parent, where the doublet with spin stays fourfold degenerate. Even then the bands could still overlap in energy.

**The uniform threshold**

For $\Delta\ge4t'$ the gap can be found in closed form. Since $|\mathbf d+\Delta\hat z|\ge d_z+\Delta$,

$$E_+\ge e_0+d_z+\Delta,\qquad E_-\le e_0-d_z-\Delta .$$

Both $e_0+d_z$ and $e_0-d_z$ are linear in each of $a,b,c$ separately, so their extremes over the cube $-1\le a,b,c\le1$ occur at corners. The corners are $\Gamma$, where $(e_0,d_z)=(12t_0,0)$, and the three X points, where the pair is $(-4t_0,8t')$ once and $(-4t_0,-4t')$ twice. For positive $t_0$ and $t'$,

$$\min(e_0+d_z)=-4t_0-4t',\qquad \max(e_0-d_z)=\max(12t_0,\,4t'-4t_0).$$

These values are reached by true band energies. At $\Gamma$, $d_x=0$. On the line $a=1$, $b=-1$, both $e_0$ and $d_z$ are independent of $c$, and $d_x$ vanishes at $c=0$. The bounds are thus attained:

$$E_g=2\Delta-4t_0-4t'-\max(12t_0,\,4t'-4t_0).$$

A negative $E_g$ means overlap. The gap opens above $\Delta_c=\max(2t'+8t_0,\,4t')$, which is $\max(4+8,\,8)=12$ mHa in the example. At $\Delta=15$ mHa the local levels are split by 30 mHa, but the gap is only $30-4-8-12=6$ mHa; dispersion uses up the rest.

The sign of the distortion matters. For negative $\Delta$, the line $a=b=1$ has $d_x=0$ and $d_z=4t'(1-c)$, so touchings survive up to $|\Delta|=8t'$. Beyond that, the same corner argument gives

$$E_g=2|\Delta|-4t_0-8t'-\max(12t_0,\,8t'-4t_0),$$

and the example's threshold rises to 16 mHa. Both formulas were tested against direct band-edge searches for several hopping ratios.

**A distortion that enlarges the cell**

The beta structure is more than a uniform strain of fluorite. On the undistorted lattice its primitive translations can be written $(\tfrac12,\tfrac12,1)$, $(\tfrac12,\tfrac12,-1)$ and $(1,-1,0)$. Their determinant has magnitude 2, while the fcc primitive cell has volume $\tfrac14$, so the beta cell holds eight parent cells. The wavevector $X=(0,0,2\pi)$ gives phases $2\pi$, $-2\pi$ and 0 on these translations. It is therefore a reciprocal vector of the beta lattice, and the distortion may couple $k$ to $k+X$.

I keep this one wavevector: a field that is constant within each (001) iron plane and changes sign from one plane to the next. Adding $X$ to $k$ reverses $c$. Let $\sigma_x,\sigma_z$ act on the pair $(k,k+X)$. The alternating field is $\Delta\tau_z\sigma_x$ or $\Delta\tau_x\sigma_x$. The first shifts the two basis orbitals oppositely; the second mixes them. With either field there are now four bands, and two are filled.

Only the first field is compatible with the full symmetry of the beta phase. There, each iron plane is carried into itself by a twofold rotation about [110], combined in some planes with a shift. This rotation exchanges $x$ and $y$ and so reverses the sign of $\tau_x$. A mixing field that is constant within a plane is therefore excluded; in the beta phase it would also have to change sign within the planes, a pattern not computed here. The second field is kept as a model case, to show how much the pattern matters.

The line $a=1$, $b=-1$ shows the difference. There $C_z=-4$ and $C_y-C_x=8c$. In mHa, with the example's hopping,

$$H=-4+M,\qquad M=-8\tau_z+8\sqrt3\,c\,\tau_x\sigma_z+\text{field}.$$

For the mixing field $\Delta\tau_x\sigma_x$, the three terms of $M$ anticommute in pairs. All cross terms in the square cancel:

$$M^2=64+192c^2+\Delta^2 .$$

The field adds in quadrature to the splitting already present. On this line the second and third bands are separated for every $\Delta$.

For the field $\Delta\tau_z\sigma_x$, the field term commutes with the other two and its cross terms survive:

$$M^2=\rho^2+\Delta^2+2\Delta\left(-8\sigma_x+8\sqrt3\,c\,\tau_y\sigma_y\right),\qquad \rho^2=64+192c^2 .$$

The two matrices in the bracket anticommute, so the bracket squares to $\rho^2$ and has eigenvalues $\pm\rho$. Thus $M^2$ has eigenvalues $(\Delta\pm\rho)^2$, each twice. When $\Delta=\rho$, two eigenvalues of $M$ vanish; the other two are $\pm2\Delta$, because $M$ has zero trace. The second and third bands then touch. As $\rho$ runs from 8 to 16 mHa along the line, there is a touching for every $\Delta$ in that range.

Below 8 mHa this pattern is metallic through overlap. At $c=0$ on the same line the third level is $4-\Delta$, while at $\Gamma$ the second level is $12-\Delta$, which is higher. Hence this alternating pattern has no gap up to 16 mHa. At a touching the third level lies at $-4$ mHa while the second level at $\Gamma$ is $12-\Delta$, so the signed gap is at most $\Delta-16$, which is $-1$ mHa at $\Delta=15$. The finite set of wavevectors in the numerical search misses the touching points. It gives $-0.94$ mHa at $\Delta=15$ and exactly zero from about 15.95 to 16 mHa, so its threshold of 15.99 mHa is just one point of that interval; the threshold is 16 mHa.

Alternation by itself therefore guarantees no advantage: with the example's hopping, this pattern needs more amplitude than the uniform one with positive $\Delta$. The mixing field avoids the touching on this line because it adds to the existing splitting in quadrature and cannot cancel it.

**How little distortion could suffice**

Each field considered has a square equal to $\Delta^2$, so it shifts any ordered band energy by at most $\Delta$. The folded parent has its second band reaching 12 mHa and its third band reaching 0. After distortion the second still reaches at least $12-\Delta$ and the third comes down to at most $\Delta$. A gap requires $2\Delta>12$, so none of these patterns can succeed below 6 mHa.

The mixing field comes near this limit, with a numerical threshold of about 6.7 mHa. Its band edges can be traced at larger amplitude. At $\Gamma$ both orbitals have energy 12 mHa; at $X$ the orbitals $3z^2-r^2$ and $x^2-y^2$ have energies $-4+16=12$ and $-4-16=-20$ mHa. The field couples unlike orbitals, which gives two pairs of levels:

$$12\pm\Delta,\qquad -4\pm\sqrt{16^2+\Delta^2}.$$

The second lowest is $12-\Delta$. On the line studied above, at $c=0$, the third level is $-4+\sqrt{64+\Delta^2}$. These two wavevectors give an upper bound on the gap:

$$E_g\le\sqrt{64+\Delta^2}+\Delta-16 .$$

At $\Delta=15$ mHa it equals $17+15-16=16$ mHa, which agrees with the full search. The uniform field gives 6 mHa at the same amplitude. Near threshold the bound is not reached: it would vanish at 6 mHa, so at least one of the edges lies at another wavevector there.

**Does the lattice choose to distort?**

A gap at an imposed amplitude does not show that the crystal adopts that amplitude. Per formula unit,

$$E(\Delta)=E_{\rm band}(\Delta)+\frac{\Delta^2}{2A},\qquad \Delta=AP,\qquad P=-\frac{dE_{\rm band}}{d\Delta}.$$

Here $P$ is the electronic response to the local field. Two electrons can contribute at most $P=2$, so $\Delta\le2A$. The isolated site reaches this limit; hopping keeps the orbitals from being fully polarized.

Take $A=10$ mHa and the same stiffness for all patterns. Each pattern is held fixed, and only its amplitude is allowed to relax. The mixing pattern relaxes to $\Delta=18.9$ mHa with $P=1.89$, consistent with $10\times1.89=18.9$. Its band edges are

$$12-18.9=-6.9\ \text{mHa},\qquad -4+\sqrt{64+18.9^2}=16.5\ \text{mHa}.$$

The gap is 23.4 mHa, or 0.64 eV, although the local splitting is $2\Delta=37.8$ mHa. The lattice cost, with one more digit kept in the amplitude, is $18.89^2/20\approx17.8$ mHa, and the total energy still falls by 9.7 mHa relative to the parent. The band energy has therefore fallen by about 27.5 mHa.

The uniform pattern with positive $\Delta$ and the other alternating pattern lower the energy by 8.8 and 8.2 mHa. A large-$\Delta$ expansion explains the order. The local levels contribute $-2\Delta$. First-order hopping within the filled levels sums to zero, since hopping has no on-site part. In second order an electron hops virtually to an empty level at a cost of $2\Delta$. With two spins,

$$E_{\rm band}\approx-2\Delta-\frac{S}{\Delta},$$

where $S$ is the squared hopping from a filled to an empty orbital, summed over the twelve neighbours and averaged over the two kinds of plane.

- Uniform $\tau_z$: only the eight bonds between planes mix the orbitals, with amplitude $\tfrac{\sqrt3}{2}t'=\sqrt3$ mHa, so $S=8\times3=24$ mHa².
- Alternating $\tau_z$: an electron hops between planes within one orbital, with amplitude $t_0+t'/2=2$ mHa from one kind of plane and $t_0-t'/2=0$ from the other. The average is $S=8\times(4+0)/2=16$ mHa².
- Alternating $\tau_x$: four in-plane bonds have amplitude $t'=2$ mHa. Between planes, four have amplitude $1+\sqrt3$ and four $1-\sqrt3$ mHa. The sum is $S=16+4\times8=48$ mHa².

At $\Delta=20$ mHa the term $-S/\Delta$ is $-1.2$, $-0.8$ and $-2.4$ mHa, which reproduces the computed order. The agreement is not quantitative: higher-order terms shift these values by up to about 0.2 mHa, and they also distinguish the two signs of the uniform field, which share the same $S$. The mixing pattern wins because it leaves the most room for virtual hopping.

**When the mechanism fails**

Reducing $A$ means weaker coupling or a stiffer lattice. For the mixing pattern, the search at $A=3$ mHa finds no distortion. At $A=4$ mHa the lattice distorts to 5.6 mHa but remains metallic, with a band overlap of 2.0 mHa. At $A=5$ mHa it distorts to 8.1 mHa and has a gap of about 2.7 mHa. A lower energy and an open gap are thus separate conditions, and a distorted metal can lie between the parent and the insulator.

The measured gap of beta-FeSi2 is roughly 0.8 eV. The 0.64 eV found above should not be compared with it: the parameters were not derived for the compound, and the mixing pattern that gives this value is excluded by the symmetry of the beta phase. The true distortion has several components, and their stiffnesses need not be equal. Silicon states, further iron orbitals, electron repulsion and anharmonic forces can all change the balance. A first-principles test would follow the bands and the total energy along the actual displacement from fluorite to beta, and would ask which orbitals form the two edges. The numerical output below gives the values for all three patterns.

The distortion is Jahn–Teller-like because it lifts an orbital degeneracy and lowers the electronic energy. It differs from the one-site effect in three ways. In the computed example, too small a value of $A$ gives no distortion at all. To open a gap, the splitting must also overcome band overlap. Finally, the pattern decides how large an amplitude is needed before the band touchings and the overlap are gone.

## Calculated quantities

```
V_sigma, V_pi, V_delta = 12.0, -1.0, 0.0 mHa
t0, t' = 1.00, 2.00 mHa; A = 10.0 mHa
beta primitive cell / fluorite primitive cell = 8
parent: top of lower band = 12.000 mHa
parent: bottom of upper band = -0.000 mHa
parent: signed gap = -12.000 mHa
parent: signed gap after folding = -12.000 mHa
parent: Fermi level = 1.74 mHa
parent: electrons in upper band = 0.24 per f.u.
parent: density of states at Fermi level = 0.23 per mHa per f.u.
winding without, with 0.02 mHa field = -1.000, -1.000
node at uniform field 5.0 mHa: splitting = 0.0e+00 mHa
lower bound on any of the thresholds = 6.000 mHa
uniform z: threshold delta = 12.000 mHa
alternating z: threshold delta = 15.991 mHa
alternating x: threshold delta = 6.661 mHa
uniform z: gap at delta = 15 mHa: 6.000 mHa
alternating z: gap at delta = 15 mHa: -0.936 mHa
alternating x: gap at delta = 15 mHa: 16.000 mHa
parent energy = -12.615 mHa per f.u.
uniform z: relaxed delta = 19.132 mHa, gap = 14.265 mHa
   energy relative to parent = -8.841 mHa per f.u.
alternating z: relaxed delta = 19.636 mHa, gap = 7.273 mHa
   energy relative to parent = -8.155 mHa per f.u.
alternating x: relaxed delta = 18.886 mHa, gap = 23.396 mHa
   energy relative to parent = -9.703 mHa per f.u.
alternating x relaxed: band edges = -6.886, 16.510 mHa
alternating x relaxed: gap = 0.637 eV
alternating x relaxed: gap on finer grid = 23.396 mHa
alternating x relaxed: explicit-point bound = 23.396 mHa
alternating x relaxed: polarization P = 1.8886
alternating x relaxed: lattice cost = 17.833 mHa per f.u.
alternating x, other A: A, delta, energy change per f.u., signed gap (mHa)
   3.000, 0.000, 0.000, -12.000
   4.000, 5.619, -0.458, -1.990
   5.000, 8.109, -1.647, 2.758
   6.000, 10.327, -3.050, 7.012
   8.000, 14.656, -6.231, 15.354
```
